# Rayleigh Minor Loops: Permittivity and Loss in a Ferroelectric Film

Q: I drive a depoled ferroelectric capacitor with a small alternating voltage, well below coercivity. Its permittivity rises with amplitude. Why should that follow a simple law, when the film contains many different domains?

A: A simple law needs an assumption about how the switching fields are distributed. Represent the irreversible response by many two-state units, called relays. A relay switches up when the rising field reaches \(a\), and down when the falling field reaches \(b\), with \(b\le a\). Between these fields it keeps its state. The thresholds do not depend on sweep rate.

Let a relay carry polarization contribution \(+p\) or \(-p\). The Rayleigh assumption is that the sum of \(p\) per unit area of the \((a,b)\) plane is constant over the region the small field can reach, \(-E_0<b<a<E_0\). Call this constant \(\varepsilon_0\alpha/2\). A switch changes the polarization by \(2p\), so a switched area \(S\) changes it by \(\varepsilon_0\alpha S\). Everything else that responds is taken as linear and lossless, with relative permittivity \(\varepsilon_i\).

Here \(D\) is the electric displacement and \(\varepsilon_0\) the vacuum permittivity. With fields in MV/cm, \(\alpha\) has the unit cm/MV.

Q: A constant density cannot hold for the whole film. The total polarization would be infinite.

A: It is a local approximation. A smooth density that is not zero at the origin of the \((a,b)\) plane looks constant over a small enough region around it. The size of that region has to be examined separately.

Q: Then start from the depoled state. How much switches as the field first rises from zero?

A: Take the depoled state to be symmetric: relays with \(a+b>0\) are down, and those with \(a+b<0\) are up. Raising the field to \(E\) switches the down relays with \(a<E\). For a given \(a\), these have \(-a<b<a\), an interval of length \(2a\). The switched area is
\[
S=\int_0^E 2a\,da=E^2 .
\]
Adding the linear part gives the initial curve
\[
D=\varepsilon_0(\varepsilon_iE+\alpha E^2),\qquad E\ge0 .
\]

Q: And after the field turns round? I do not see why the same quadratic coefficient should apply.

A: It does not; the coefficient is halved. Consider a closed cycle between \(-E_0\) and \(E_0\), with the field now rising from its minimum. At \(-E_0\), every relay with \(b>-E_0\) is down. Raising the field to \(E\) switches those which also have \(a<E\). They fill the triangle \(-E_0<b<a<E\), whose two equal sides have length \(E+E_0\). Thus
\[
S=\frac{(E+E_0)^2}{2}.
\]
Relays with \(a<E_0\) but \(b<-E_0\) have \(a+b<0\), so they were already up in the depoled state. The cycle never switches them, and they add nothing. The rising branch is therefore
\[
D_\uparrow(E)=-D_0+\varepsilon_0\left[\varepsilon_i(E+E_0)+\frac{\alpha}{2}(E+E_0)^2\right],
\]
where \(-D_0\) is its starting displacement.

Q: What fixes \(D_0\)?

A: The loop is symmetric, so the branch must end at \(+D_0\) when \(E=E_0\). Substitution gives
\[
2D_0=\varepsilon_0\left[2\varepsilon_iE_0+\frac{\alpha}{2}(2E_0)^2\right]
=2\varepsilon_0(\varepsilon_iE_0+\alpha E_0^2).
\]
Hence \(D_0=\varepsilon_0(\varepsilon_i+\alpha E_0)E_0\), which is also the end of the initial curve. Define the effective relative permittivity by the line joining the loop tips:
\[
\varepsilon_{\rm eff}=\frac{D_0}{\varepsilon_0E_0}=\varepsilon_i+\alpha E_0 .
\]
It grows linearly with amplitude, but from the offset \(\varepsilon_i\). It is not proportional to \(E_0\).

Q: That uses the tips alone. What is the loop between them?

A: Insert \(D_0\) into the rising branch and expand the square:
\[
\begin{aligned}
\frac{D_\uparrow}{\varepsilon_0}
&=-\varepsilon_iE_0-\alpha E_0^2+\varepsilon_iE+\varepsilon_iE_0
+\frac{\alpha}{2}(E^2+2EE_0+E_0^2)\\
&=(\varepsilon_i+\alpha E_0)E-\frac{\alpha}{2}(E_0^2-E^2).
\end{aligned}
\]
The falling branch follows from the symmetry \(D_\downarrow(E)=-D_\uparrow(-E)\):
\[
\frac{D_\downarrow}{\varepsilon_0}
=(\varepsilon_i+\alpha E_0)E+\frac{\alpha}{2}(E_0^2-E^2).
\]
At zero field the falling branch leaves a remanence \(\varepsilon_0\alpha E_0^2/2\). It grows quadratically with amplitude.

Q: Now the loss. Which area do you mean, and with what sign?

A: The work supplied per unit volume in one cycle is \(W=\oint E\,dD\). Since \(ED\) returns to its initial value, \(\oint d(ED)=0\), and so \(W=-\oint D\,dE\). The field runs upward on one branch and downward on the other. Therefore
\[
W=\int_{-E_0}^{E_0}(D_\downarrow-D_\uparrow)\,dE .
\]
The common term \((\varepsilon_i+\alpha E_0)E\) cancels, while the two quadratic terms add:
\[
\begin{aligned}
W&=\varepsilon_0\alpha\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE\\
&=\varepsilon_0\alpha\left(2E_0^3-\frac{2E_0^3}{3}\right)
=\frac43\varepsilon_0\alpha E_0^3 .
\end{aligned}
\]
This positive work becomes heat once the cycle has closed.

Q: The algebra gives a cube. What does the cube mean physically?

A: One relay takes in work \(2pa\) when it switches up and \(-2pb\) when it switches down. Its loss is \(2p(a-b)\), the polarization step times the threshold width. In a full cycle the active triangle has area \((2E_0)^2/2=2E_0^2\), so the total step is \(2\varepsilon_0\alpha E_0^2\).

The mean width follows from the triangle's centroid. At its corners, \(a-b\) is \(0\), \(0\) and \(2E_0\), so the mean of this linear function is \(2E_0/3\). The product is
\[
W=(2\varepsilon_0\alpha E_0^2)\left(\frac{2E_0}{3}\right)
=\frac43\varepsilon_0\alpha E_0^3 .
\]
Two powers count the relays reached; the third measures how much field each must overcome.

Q: So if I measure a permittivity that rises linearly, I may infer a cubic loss?

A: Not from that alone. The single-valued curve
\[
D=\varepsilon_0(\varepsilon_iE+\alpha E|E|)
\]
also has \(D(E_0)/(\varepsilon_0E_0)=\varepsilon_i+\alpha E_0\). Its rising and falling paths coincide, so its loss is zero. The inference requires the Rayleigh branches, not just their tips.

Q: My bridge does not measure tips. It applies a sine wave and reports a complex permittivity.

A: Set \(E=E_0\sin\theta\). The field rises when \(\cos\theta>0\), and \(E_0^2-E^2=E_0^2\cos^2\theta\). Both branches then fit into
\[
\frac{D}{\varepsilon_0}=(\varepsilon_i+\alpha E_0)E_0\sin\theta
-\frac{\alpha E_0^2}{2}\cos\theta|\cos\theta| .
\]
The \(\cos\theta\) coefficient of \(\cos\theta|\cos\theta|\) is
\[
\frac1\pi\int_0^{2\pi}|\cos\theta|^3d\theta
=\frac4\pi\int_0^{\pi/2}\cos^3\theta\,d\theta
=\frac{8}{3\pi}.
\]
Write the first harmonic as \(\varepsilon_0E_0(\varepsilon'\sin\theta-\varepsilon''\cos\theta)\), so that positive \(\varepsilon''\) means loss. Then
\[
\varepsilon'=\varepsilon_i+\alpha E_0,\qquad
\varepsilon''=\frac{4\alpha E_0}{3\pi}.
\]
The real part agrees with the tip definition for this loop.

Q: Does the first harmonic contain the entire loss, even though the loop is not an ellipse?

A: Yes, for a sinusoidal field. In \(\oint E\,dD\), the factor \(\sin\theta\) is orthogonal to the higher harmonics of \(dD/d\theta\). The in-phase first harmonic contributes \(\int\sin\theta\cos\theta\,d\theta=0\). What remains is
\[
W=\varepsilon_0\varepsilon''E_0^2\int_0^{2\pi}\sin^2\theta\,d\theta
=\pi\varepsilon_0\varepsilon''E_0^2=\frac43\varepsilon_0\alpha E_0^3 .
\]
The loss tangent is \(\varepsilon''/\varepsilon'=4\alpha E_0/[3\pi(\varepsilon_i+\alpha E_0)]\). It starts linearly in \(E_0\). If \(\alpha E_0\) could greatly exceed \(\varepsilon_i\) while the density stayed constant, it would approach \(4/(3\pi)\).

Q: Can a harmonic distinguish your hysteretic film from the lossless curve?

A: The phase of the third harmonic can. Use \(\cos3\theta=4\cos^3\theta-3\cos\theta\):
\[
\begin{aligned}
\frac4\pi\int_0^{\pi/2}\cos^2\theta\cos3\theta\,d\theta
&=\frac4\pi\left(4\cdot\frac8{15}-3\cdot\frac23\right)\\
&=\frac{8}{15\pi}.
\end{aligned}
\]
Multiplication by \(-\varepsilon_0\alpha E_0^2/2\) gives the Rayleigh third harmonic \(-(4/15\pi)\varepsilon_0\alpha E_0^2\cos3\theta\).

For the lossless curve the quadratic term is \(\sin\theta|\sin\theta|\). With \(\sin3\theta=3\sin\theta-4\sin^3\theta\), the corresponding integral is \((4/\pi)(2-32/15)=-8/(15\pi)\). Its third harmonic is \(-(8/15\pi)\varepsilon_0\alpha E_0^2\sin3\theta\). The two differ by a quarter period of the harmonic.

Q: Put numbers in. What would this mean for a hafnia capacitor?

A: Take a 10 nm film of area \(10^{-4}\ \mathrm{cm^2}\), driven at 1 kHz and 300 K. Choose \(\varepsilon_i=30\), \(\alpha=10\) cm/MV and \(E_0=0.2\) MV/cm, which is 0.20 V across the film. These are round model inputs. Then
\[
\varepsilon_{\rm eff}=30+10(0.2)=32 .
\]
In these units \(\varepsilon_0=0.08854\ \mathrm{\mu C/cm^2}\) per MV/cm, and one \(\mathrm{\mu C/cm^2}\) times one MV/cm is one J/cm³. The loss is
\[
W=\frac43(0.08854)(10)(0.2)^3
=9.44\times10^{-3}\ \mathrm{J/cm^3}.
\]
The capacitor volume is \(10^{-10}\ \mathrm{cm^3}\), so it loses 0.944 pJ per cycle. Its capacitance is 283 pF. The remanence is \(0.0177\ \mathrm{\mu C/cm^2}\), against a peak displacement of \(0.567\ \mathrm{\mu C/cm^2}\): the loop is thin. The bridge would report \(\varepsilon''=0.85\).

Q: But hafnia has a coercive field. Surely the relay density climbs towards it, even at small amplitude.

A: That changes the result at the next order. Let \(h=(a-b)/2\) be a relay's half-width and \(u=(a+b)/2\) its centre. Suppose the density is multiplied by \(1+\kappa h\). In a full cycle, \(u\) runs from \(-(E_0-h)\) to \(E_0-h\), so the weight at half-width \(h\) is proportional to \(E_0-h\). Consequently
\[
\langle h\rangle=\frac{\int_0^{E_0}h(E_0-h)dh}{\int_0^{E_0}(E_0-h)dh}
=\frac{E_0^3/6}{E_0^2/2}=\frac{E_0}{3},
\]
\[
\langle h^2\rangle=\frac{E_0^4/12}{E_0^2/2}=\frac{E_0^2}{6}.
\]
The permittivity increment counts switched relays, so it gains the factor \(1+\kappa\langle h\rangle=1+\kappa E_0/3\). The loss weights each relay by \(h\), so its factor is \(1+\kappa\langle h^2\rangle/\langle h\rangle=1+\kappa E_0/2\). The loss is more sensitive because it favours wide relays.

Q: How large is \(\kappa\) for a plausible film?

A: Try a density that peaks at half-width \(E_c=1\) MV/cm. Relative to its value at the origin, let it be
\[
g(h,u)=\frac{E_c^2+w^2}{(h-E_c)^2+w^2}\,e^{-u^2/(2s^2)},
\]
with \(w=0.2\) and \(s=0.5\) MV/cm. Differentiating at the origin gives \(\kappa=2E_c/(E_c^2+w^2)=1.92\) cm/MV. At 0.2 MV/cm the first-order factors are 1.13 for the increment and 1.19 for the loss.

To go beyond first order, I divided the \((a,b)\) plane into cells 0.0025 MV/cm wide, gave each cell a relay weighted by \(g\), and followed all of them through a cycle. In the table, \(W\) is in mJ/cm³ and \(E_0\) in MV/cm.

| \(E_0\) | Uniform \(\varepsilon_{\rm eff}\) | Uniform \(W\) | Peaked \(\varepsilon_{\rm eff}\) | Peaked \(W\) |
|---|---:|---:|---:|---:|
| 0.05 | 30.50 | 0.148 | 30.52 | 0.155 |
| 0.10 | 31.00 | 1.18 | 31.07 | 1.30 |
| 0.20 | 32.00 | 9.44 | 32.27 | 11.5 |
| 0.30 | 33.00 | 31.9 | 33.64 | 43.5 |

At 0.2 MV/cm the peaked density raises the loss by 22% relative to the uniform formula; at 0.3 MV/cm, by 37%. The permittivity itself moves by less than 2% at 0.3 MV/cm, but only because \(\varepsilon_i\) dominates it: its increment above \(\varepsilon_i\) rises by 21%. The departure from the Rayleigh law is therefore easier to see in the loss than in the total permittivity.

Q: What if electrodes build in a bias field?

A: With a strictly uniform density, shifting the active triangle changes neither its area nor its widths. The loop keeps its shape. With the peaked density, a bias of 0.3 MV/cm moves the triangle to where fewer relays lie. At the same 0.2 MV/cm amplitude, the relay sum gives \(\varepsilon_{\rm eff}=31.9\) instead of 32.3, and a loss of 9.67 instead of 11.5 mJ/cm³. Both the increment and the loss fall by about 16%, close to the reduction \(1-e^{-0.3^2/(2s^2)}=16\%\) of the density at the new centre.

Q: You have left the non-switching material lossless. My films have a loss tangent even at tiny amplitude.

A: Then add a linear lag, \(D_{\rm lin}=\varepsilon_0\varepsilon_iE_0(\sin\theta-\tan\delta\cos\theta)\). By the first-harmonic integral its loss is
\[
W_{\rm lin}=\pi\varepsilon_0\varepsilon_i\tan\delta\,E_0^2 .
\]
Setting this equal to the Rayleigh loss and cancelling \(\varepsilon_0E_0^2\) gives
\[
E_*=\frac{3\pi\varepsilon_i\tan\delta}{4\alpha}.
\]
For an assumed \(\tan\delta=0.01\), \(E_*=0.071\) MV/cm. Below that amplitude the quadratic loss is larger. At 0.2 MV/cm it is 3.34 mJ/cm³, or 35% of the Rayleigh loss. The local exponent of the sum is the loss-weighted mean of 3 and 2:
\[
\frac{d\ln(W+W_{\rm lin})}{d\ln E_0}
=\frac{3(9.44)+2(3.34)}{9.44+3.34}=2.74 .
\]
A measured exponent below three therefore does not by itself rule out Rayleigh switching.

Q: How would I separate the two contributions?

A: Divide the total loss by \(E_0^2\):
\[
\frac{W_{\rm tot}}{E_0^2}
=\pi\varepsilon_0\varepsilon_i\tan\delta+\frac43\varepsilon_0\alpha E_0 .
\]
If \(\tan\delta\) does not depend on amplitude and the relay density is uniform, a plot against \(E_0\) is straight. With the peaked density it curves upward at amplitudes well below \(E_c\), and a straight line fitted over too wide a range gives too small an intercept. Such a fit also overestimates \(\alpha\). In the uniform case the slope is \((4/3)\varepsilon_0\alpha\), and the \(\alpha\) it gives should agree with the slope of \(\varepsilon_{\rm eff}\). Disagreement means that at least one assumption has failed. Agreement does not prove them all: a linear layer in series, treated below, lowers both slopes by the same factor.

Ohmic leakage also enters the intercept. If its current density has amplitude \(J_0\), the mean power is \(J_0E_0/2\), and the loss per cycle is \(J_0E_0/(2f)\), where \(f\) is the frequency. Since \(J_0\propto E_0\), this too is quadratic. For an assumed \(J_0=10^{-8}\ \mathrm{A/cm^2}\) at 0.2 MV/cm it is 0.001 mJ/cm³, negligible here. Its \(1/f\) dependence makes it more important at low frequency.

Q: The electrode interface may not be ferroelectric at all. Does that spoil the law?

A: It changes the field in the active film. Suppose a fraction \(x\) of the fixed 10 nm thickness is a linear layer of permittivity \(\varepsilon_l\). Without free charge at the interface, \(D\) is common to both parts, and the average field is
\[
E=(1-x)E_f+\frac{xD}{\varepsilon_0\varepsilon_l}.
\]
At the tip, \(D=\varepsilon_0(\varepsilon_i+\alpha E_f)E_f\). For a 0.5 nm layer with \(\varepsilon_l=20\), solving for an average amplitude of 0.2 MV/cm gives \(E_f=0.194\) MV/cm. The stack permittivity is \(D/(\varepsilon_0E)=31.0\).

The linear layer adds \(\oint D\,dD=0\) to the loss. The stack therefore loses \((1-x)(4/3)\varepsilon_0\alpha E_f^3=8.21\) mJ/cm³, which is 13% below the uniform film. To leading order in amplitude the law keeps its form. With \(A=1-x+x\varepsilon_i/\varepsilon_l=1.025\), expanding gives \(E_f\approx E/A\), and both the slope of the stack permittivity and the cubic loss coefficient carry \((1-x)\alpha/A^3\approx8.8\) cm/MV in place of \(\alpha=10\). The two slopes still agree, but on a value about 12% too low.

Q: At 300 K, thermal agitation must also help domains over their barriers.

A: A rough estimate treats a relay of volume \(v\) and polarization \(P\) as having a barrier \(Pv(h-E)\), measured from its centre field, that vanishes at threshold. Switching occurs within about a period when \(\nu e^{-Pv(h-E)/k_BT}\approx f\), where \(\nu\) is an attempt rate. The threshold is lowered by
\[
\Delta=\frac{k_BT}{Pv}\ln\frac{\nu}{f}.
\]
With \(P=17\ \mathrm{\mu C/cm^2}\), \(v=250\ \mathrm{nm^3}\) and \(\nu=10^{12}\ \mathrm{s^{-1}}\), \(\Delta=0.020\) MV/cm. This is too large, because a sweeping field spends much less than a period near each threshold. Near zero field the sweep rate is \(2\pi fE_0\); replacing \(f\) in the logarithm by \(2\pi fE_0Pv/k_BT\) gives about 0.013 MV/cm. Relays with \(h\) well below \(\Delta\) lose their hysteresis and join the reversible response. At uniform density they switch an area \(2\Delta E\), which adds \(2\alpha\Delta\), roughly 0.3 to 0.4, to the relative permittivity. The others have half-width \(h-\Delta\), so the density that sets \(\alpha\) is now \(g(\Delta,0)\), about 3 to 4% larger than \(g(0,0)\). Relays with \(h\) close to \(\Delta\) relax at about the drive frequency and are lossy. Because the added permittivity \(2\alpha\Delta\) falls logarithmically with \(f\), they contribute roughly \(\varepsilon''\approx(\pi/2)\,|d\varepsilon'/d\ln f|=\pi\alpha k_BT/(Pv)\approx0.03\), depending only weakly on amplitude. This is a further quadratic loss, about 4 to 5% of the Rayleigh loss at 0.2 MV/cm and more at smaller amplitude, and it enters the intercept of the \(W_{\rm tot}/E_0^2\) plot. The result depends strongly on the assumed volume.

Q: Are there other effects of comparable size?

A: Two are smaller for these inputs. A reversible saturation term \(-\varepsilon_0cE^3\), with an assumed \(c=1\ \mathrm{(cm/MV)^2}\), shifts the tip permittivity by \(-cE_0^2=-0.04\) and adds no loss. With a rough heat capacity of 2.5 J/(cm³ K), one cycle would heat an isolated film by 3.8 mK. Heat building up over many cycles depends on how well the film is cooled, which this number does not include.

Q: How close is all this to a real memory capacitor?

A: The regime is that of ferroelectric hafnium zirconium oxide about 10 nm thick, with a permittivity of roughly 30 and a coercive field of roughly 1 MV/cm. I am less sure of a typical \(\alpha\), which varies with processing and cycling. Its chosen value can be compared with the full loop. Since \(da\,db=2\,dh\,du\), the peaked density gives a saturation polarization
\[
P_s=\varepsilon_0\alpha\int_0^\infty dh\int_{-\infty}^{\infty}du\,g(h,u)
=17\ \mathrm{\mu C/cm^2}
\]
by numerical integration. This is of the size found in such films, although other densities could share the same \(\alpha\). The drive is 5% of a rough 4 MV/cm breakdown field. Real films break the uniform-density and lossless-background assumptions; for the inputs used here, these move the loss by +22% and +35% of the Rayleigh value. Domain pinning and changes during cycling can also alter \(\alpha\) itself, and the model does not predict them.

Q: Then when should I distrust the cubic law?

A: Distrust it when the relay density varies appreciably over the active triangle (for the peaked film above, when \(\kappa E_0/2\) is not small), when \(E_0\) is near or below \(E_*\), or when the loop changes with frequency or from cycle to cycle. In the first case the Rayleigh density has failed. In the second the Rayleigh term may still be present, but it does not dominate the measured loss. In the third, rate-independent relays with fixed thresholds do not describe the whole response: leakage may be adding to the loop, thermal activation may be shifting the thresholds, or the relays themselves may be changing.

All numerical values are calculated from the stated model.
